\section*{A Straight Root-Field Plot Does Not Identify Schottky Emission}

\section{What the slope contains}

Q: I have plotted the logarithm of a gate leakage current density $J$ against the square root of the oxide field $F$, and the points lie on a straight line. Doesn't that show Schottky emission from the gate?

A: It shows that something close to $\exp(\mathrm{const}\times\sqrt F)$ is present. Which barrier does the field lower in your picture?

Q: The barrier at the gate metal. The electron is attracted by its image, and the field pulls the other way.

A: Let $e>0$, let $F>0$ be the size of a uniform field that drives electrons into the oxide, and let $\varepsilon$ be the relative dielectric constant that screens the attraction. An electron at distance $x$ from a flat, thick metal has an image of opposite charge at distance $2x$ from itself. The attractive force is $e^2/[4\pi\varepsilon_0\varepsilon(2x)^2]$, and the energy is minus the work needed to remove the electron:
\begin{equation}
-\int_x^\infty\frac{e^2}{16\pi\varepsilon_0\varepsilon s^2}\,ds=-\frac{K_S}{x},\qquad K_S=\frac{e^2}{16\pi\varepsilon_0\varepsilon}.
\end{equation}
Now take an electron leaving a trap that is neutral when filled. It leaves a positive ion behind, with energy
\begin{equation}
-\frac{K_P}{x},\qquad K_P=\frac{e^2}{4\pi\varepsilon_0\varepsilon}=4K_S .
\end{equation}
The ion stays put while the image retreats with the electron. That is the origin of the four. This second process is Poole-Frenkel emission.

Q: How does the coefficient enter the barrier lowering?

A: Along the field, both potentials have the form $U=-K/x-eFx$. At the top,
\begin{equation}
\frac{dU}{dx}=\frac{K}{x^2}-eF=0,\qquad x_m=\sqrt{\frac{K}{eF}},\qquad U(x_m)=-2\sqrt{KeF}.
\end{equation}
The two lowerings are therefore
\begin{equation}
\Delta_S=\sqrt{\frac{e^3F}{4\pi\varepsilon_0\varepsilon}},\qquad
\Delta_P=\sqrt{\frac{e^3F}{\pi\varepsilon_0\varepsilon}}=2\Delta_S .
\end{equation}
Both grow as $\sqrt F$, so the shape of the exponent cannot tell them apart.

Q: Then what happens to the dielectric constant I extract?

A: Let $m$ be the slope due to barrier lowering alone, so that $m=\Delta/(k_BT\sqrt F)$. Squaring and solving for $\varepsilon$ gives
\begin{equation}
\varepsilon_S=\frac{e^3}{4\pi\varepsilon_0(mk_BT)^2},\qquad
\varepsilon_P=\frac{e^3}{\pi\varepsilon_0(mk_BT)^2}=4\varepsilon_S .
\end{equation}
At fixed $m$ and $T$, changing the name of the mechanism changes the inferred constant by a factor of four.

\section{The prefactor matters}

Q: So I can take the slope of my $\ln J$ plot and multiply the Schottky result by four?

A: Not from that plot. Ideal Schottky emission has the Richardson form $J\propto T^2\exp[-(\phi-\Delta_S)/k_BT]$, where $\phi$ is the gate barrier, and its prefactor does not contain $F$. Poole-Frenkel current is carried through the oxide by drift, $J=e\mu nF$. With constant mobility $\mu$ and a free-electron density $n\propto\exp(\Delta_P/k_BT)$,
\begin{equation}
\frac{d\ln J}{d\sqrt F}=\frac{\Delta_P}{k_BT\sqrt F}+\frac{2}{\sqrt F},
\end{equation}
because $\ln F=2\ln\sqrt F$. The second term must be removed by plotting $\ln(J/F)$.

Q: Surely that term would bend my line visibly.

A: Consider a constructed, noise-free current through a neutral oxide at $400$ K: nine equally spaced fields from $0.10$ to $0.50$ MV/cm, $\varepsilon=4.5$, and traps $1.0$ eV deep. At the highest field $\Delta_P=0.2530$ eV and $k_BT=0.03447$ eV, so the exponential slope is
\begin{equation}
\frac{0.2530}{0.03447\sqrt{0.50}}=10.38\ (\mathrm{MV/cm})^{-1/2}.
\end{equation}
The prefactor adds $2/\sqrt F$, which falls from $6.32$ to $2.83$ in the same unit. The local slope of $\ln J$ thus falls from $16.7$ to $13.2$, yet a straight-line fit has $R^2=0.9989$. A high $R^2$ says that the curvature is small beside the total rise, not that it is absent.

Q: What would I read from that fit?

A: Its slope is $14.41$, of which $4.03$ comes from the prefactor. For comparison, ideal Schottky emission with $\varepsilon=4.5$ has slope $5.190$. Since the inferred constant varies as $m^{-2}$,
\begin{align}
\ln J\text{ read as Schottky:}\quad &4.5\left(\frac{5.190}{14.413}\right)^2=0.58,\\
\ln J\text{ read as Poole-Frenkel:}\quad &4\times0.583=2.33,\\
\ln(J/F)\text{ read as Poole-Frenkel:}\quad &4.5\left(\frac{10.379}{10.379}\right)^2=4.50 .
\end{align}
The first value is below one and rules out that reading. The second looks harmless but is too small by a factor of $1.93$. Comparing the correct reading with the first gives $7.71$, not four, because the two use different slopes.

\section{Traps that imitate the Schottky slope}

Q: If $\ln(J/F)$ is straight and the Schottky formula returns the known optical constant, is the matter settled?

A: No. Look at how the traps set $n$. Let there be $N_D$ donor traps of depth $E_t$, and $N_A$ acceptors that have each taken an electron. In equilibrium the ratio of filled to ionized traps is $g(n/N_c)\exp(E_t/k_BT)$, where $g$ is the degeneracy factor and $N_c$ the band density of states. This holds for nondegenerate electrons. The Poole-Frenkel model multiplies the emission rate by $\exp(\Delta_P/k_BT)$ and leaves capture unchanged. The ratio becomes $gn/n_1$, with
\begin{equation}
n_1=N_c\exp[-(E_t-\Delta_P)/k_BT],\qquad
n+N_A=\frac{N_D}{1+gn/n_1},
\end{equation}
the second equation being charge neutrality.

With compensation and $n\ll N_A$, neutrality reads $N_A(1+gn/n_1)=N_D$, so
\begin{equation}
n=\frac{N_D-N_A}{gN_A}\,n_1 .
\end{equation}
This is the ordinary case used above. With $N_A=0$ and $n\ll N_D$, most traps are filled, $gn/n_1\gg1$, and
\begin{equation}
\frac{gn^2}{n_1}=N_D,\qquad n=\sqrt{\frac{N_Dn_1}{g}}\propto\exp\left(\frac{\Delta_P}{2k_BT}\right)=\exp\left(\frac{\Delta_S}{k_BT}\right).
\end{equation}
The square root halves the exponent and removes the difference. Writing the exponential slope as $\Delta_P/(rk_BT\sqrt F)$ gives $\varepsilon_P=(4/r^2)\varepsilon_S$: four for the compensated limit $r=1$, one for the uncompensated limit $r=2$.

In the example, removing the acceptors while keeping everything else fixed gives a $\ln(J/F)$ slope of $5.190$. The Schottky formula returns $4.50$, the input value, although the current was computed from emission out of traps. The oxide is assumed here to stay neutral, with the gate replacing exactly the electrons that the traps pass on. The ordinary Poole-Frenkel formula returns $18.0$.

Q: At least a straight $\ln(J/F)$ plot would exclude emission from the gate.

A: It disfavours the ideal form: on ideal Schottky data over this window, $\ln(J/F)$ has $R^2=0.859$. But if electrons scatter often before reaching the barrier top, drift and diffusion limit the emission. Let $V=\phi-K_S/x-eFx$ and let $E_F(x)$ be the local Fermi energy, zero in the gate. Then $n=N_c\exp[(E_F-V)/k_BT]$ and $J=-\mu n\,dE_F/dx$, counted positive for electrons moving into the oxide. Multiplying by $\exp(V/k_BT)$ and integrating,
\begin{equation}
J\int_0^\infty e^{V/k_BT}dx=\mu k_BTN_c ,
\end{equation}
where the far end contributes nothing when the voltage drop is many $k_BT/e$. Put $x=\sqrt{K_S/(eF)}\,e^u$ and $y=\Delta_S/k_BT$. The exponent becomes $\phi/k_BT-y\cosh u$, and
\begin{equation}
\int_0^\infty e^{V/k_BT}dx=e^{\phi/k_BT}\sqrt{\frac{K_S}{eF}}\int_{-\infty}^{\infty}e^{u-y\cosh u}du
=e^{\phi/k_BT}\,\frac{yk_BT}{eF}\,K_1(y).
\end{equation}
Here the last integral is $2K_1(y)$, with $K_1$ a modified Bessel function, and $\sqrt{K_S/(eF)}=\Delta_S/(2eF)$. Hence
\begin{equation}
J=\frac{e\mu N_cF\,e^{-\phi/k_BT}}{yK_1(y)} .
\end{equation}
For large $y$, $K_1(y)\simeq\sqrt{\pi/(2y)}\,e^{-y}$, so the prefactor varies as $F^{3/4}$. In the example this gate current gives $\ln(J/F)$ an $R^2$ of $0.9997$. The slope, $4.402$, yields $6.25$ by the Schottky formula and $25.0$ by the Poole-Frenkel formula.

\section{What can decide, and how well}

Q: Would other temperatures or thicknesses help?

A: Only in part. Both exponential slopes vary as $1/T$, and at fixed $F$ neither basic formula contains the thickness. The prefactor's share of the $\ln J$ slope does not depend on $T$, however, so plotting that slope against $1/T$ exposes the power of $F$ in the prefactor. For the noise-free examples between $300$ and $500$ K it is $0$ for ideal Schottky emission, $1$ for both trap cases, and about $0.84$ for drift-limited gate emission. With a field-independent mobility this separates ideal Schottky emission from traps, but it hardly separates uncompensated traps from a drift-limited gate. A change of gate metal is more useful. At fixed oxide field and temperature, gate-limited current contains $\exp(-\phi/k_BT)$. Lowering $\phi$ by $0.10$ eV multiplies it by $\exp(0.10/0.03447)\approx18$. Bulk Poole-Frenkel current does not contain $\phi$, but two conditions must hold. The gate must be able to supply more than this current, and space charge in the oxide must be able to hold back the surplus.

Q: Does your example meet both conditions?

A: With acceptors present, it meets only the first. With a gate barrier of $0.7$ eV, the drift-limited gate supply is at least $58$ times the compensated Poole-Frenkel current. To hold back the surplus, trapped electrons must lower the field at the gate until supply and bulk current match. With $N_D=3\times10^{17}$ cm$^{-3}$ and $N_A=10^{17}$ cm$^{-3}$, filling every ionized trap leaves a net charge density $-eN_A$. In a $50$ nm film with a static dielectric constant of $25$, this lowers the gate field by only $0.018$ MV/cm below the mean. The surplus then flows on through the film, and the gate sets the current.

The bulk can take control when the field change across the film, $eN_AL/(\varepsilon_0\varepsilon)$ for thickness $L$ and static $\varepsilon$, can be much larger than the applied field. That calls for a much thicker film or much denser traps. Without acceptors the example fails the first condition too: the neutral-bulk current would be roughly a hundred times what the gate can supply. Lowering the gate barrier to $0.5$ eV would provide a surplus, but the gate would still set the current through this $50$ nm film, because very few empty traps are available to store the charge that could hold the surplus back. The Poole-Frenkel currents in this dialogue are therefore constructed data for a neutral bulk. They show how a slope is read, not what limits this particular film.

Q: And can I trust an optical constant as the reference value?

A: That is an assumption. Crossing to the barrier top at thermal speed takes $40$ to $18$ fs, shorter than a lattice period of roughly $140$ fs, which favours the optical constant. But the example has $\mu=0.01$ cm$^2$/Vs. Taken literally, this means that the electron diffuses to the top. A successful escape then takes about as long as the reverse path, a fall from the top back to the ion. With the drift speed $\mu K_P/(ex^2)$ set by the ion's attraction, falling from $x_m=2.53$ nm at high field takes roughly $ex_m^3/(3\mu K_P)$, of order $10$ ps. That is many lattice periods, long enough for the lattice to respond. The appropriate constant could then approach the static one, here $25$. The value of $25.0$ found above is no confirmation of this: it came from a gate current computed with $4.5$ and read by the wrong formula, and its agreement with the static constant is an accident of the chosen numbers. The same doubt about the right constant applies to that drift-limited gate current.

Q: How close is all this to a real device?

A: The parameters are illustrative round values, not measurements, chosen with tantalum oxide between a metal gate and a hole-filled monolayer channel in mind. The $50$ nm film is thick for a scaled transistor and closer to a back gate or test structure, yet with these traps it is too thin for a neutral bulk to limit its current. The highest field is one eighth of a rough breakdown field of $4$ MV/cm. Real oxides break the assumptions of a uniform field and of escape along one line. Trapped charge of density $10^{17}$ cm$^{-3}$, if unbalanced through the film, shifts the field at its faces by $0.018$ MV/cm from the mean. If emission and drift both take place at a field lower or higher than the nominal one by this amount, the inferred $4.5$ becomes $3.9$ or $5.2$. A voltage error of $0.09$ V across $50$ nm does the same.

Escape at an angle $\theta$ to the field sees only $\Delta_P\sqrt{\cos\theta}$ of lowering. Averaging over directions, with no lowering in the backward half, weakens the field dependence; ignoring this gives $6.5$. That average treats each direction as a separate straight path. If the electron instead diffuses out of the well in three dimensions, as the low mobility suggests, the emission rate grows by Onsager's factor $2I_1(z)/z$, with $z=\Delta_P/k_BT$ and $I_1$ a modified Bessel function, and the reading becomes $8.5$. Tunnelling below the barrier top raises emission by $3\%$ at low field and $41\%$ at high field; ignoring it gives $3.9$. This estimate uses an effective mass of $0.3\,m_e$ (masses of $0.2$ and $0.5$ give $3.6$ and $4.1$) and assumes unscattered motion through the barrier, which a mobility as low as $0.01$ cm$^2$/Vs does not support. These shifts were found one at a time and should not be added. The numerical output lists the inputs and readings.

Q: Then what may I report from my straight line?

A: Report the slope of $\ln J$ and that of $\ln(J/F)$, with the field window and temperature. Give a dielectric constant only together with the mechanism, prefactor and trap compensation assumed. The ratio of four belongs to two readings of one exponential slope; it is not the accuracy of either reading.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature = 400 K; kT = 0.03447 eV
oxide thickness = 50 nm
field window = 0.10 to 0.50 MV/cm, 9 points
input optical / static dielectric constant = 4.5 / 25
trap depth / gate barrier = 1.0 / 0.7 eV
effective mass = 0.3 m_e; mobility = 0.01 cm2/Vs
donor traps / acceptors = 3.0e+17 / 1.0e+17 cm^-3; g = 2
band density of states N_c = 6.348e+18 cm^-3
Schottky lowering, low / high field = 0.0566 / 0.1265 eV
PF lowering, low / high field = 0.1131 / 0.2530 eV
PF current, low / high field = 6.814e-09 / 1.969e-06 A/cm2
Compensated PF data:
 slope of ln J = 14.413 (MV/cm)^-1/2; R2 = 0.99894
 slope of ln(J/F) = 10.379 (MV/cm)^-1/2; R2 = 1.00000
 prefactor share of slope = 4.034 (MV/cm)^-1/2
 eps from ln J: Schottky 0.583, PF 2.334
 eps from ln(J/F): Schottky 1.125, PF 4.500
 PF from ln(J/F) over Schottky from ln J = 7.71
Uncompensated PF data, ln(J/F):
 slope = 5.190 (MV/cm)^-1/2; R2 = 1.00000
 eps: Schottky 4.500, ordinary PF 18.000
Ideal Schottky data:
 ln J: slope 5.190 (MV/cm)^-1/2, R2 1.00000
 ln J: Schottky eps = 4.500
 ln(J/F): R2 = 0.8585; PF eps = 362.9
Drift-limited gate emission data, ln(J/F):
 slope = 4.402 (MV/cm)^-1/2; R2 = 0.99973
 eps: Schottky 6.25, PF 25.01
Neglected effects, compensated PF example:
 tunnelling boost, low / high field = 1.029 / 1.411
 PF eps if tunnelling is present but ignored = 3.87
 PF eps if 3D escape is present but ignored = 6.46
 field error from trapped charge = +/- 0.0181 MV/cm
 PF eps with field error -/+ = 3.88 / 5.15
 smallest gate supply / PF current = 58.4
 Fowler-Nordheim / PF current, high field = 8.64e-08
 saddle distance, low / high field = 5.66 / 2.53 nm
 mean charged-trap spacing = 21.5 nm
 free density / N_c, high field = 3.87e-10
 rough breakdown field = 4.0 MV/cm; margin = 8.0
 escape time, low / high field = 39.8 / 17.8 fs
 lattice period at rough 30 meV = 138 fs
\end{verbatim}
